# Exponential Fits of Etch Rate against Fluorocarbon Film Thickness

**The argument under review.** Silicon is etched in a fluorocarbon plasma while a steady fluorocarbon film covers its surface. The etch rate $R$ is measured at nine film thicknesses $h$ between 3.2 and 4.8 nm. A plot of $\ln R$ against $h$ is nearly straight, and the fit

$$R=R_0\,e^{-(h-h_0)/\lambda}$$

has a coefficient of determination above 0.95. The argument then runs: ions lose energy exponentially in the film, the rate falls exponentially, therefore energy loss by the ions controls the rate and $\lambda$ measures their attenuation. The fitted curve is next extended to thicker films to predict selectivity.

The inference needs a premise that has not been supplied: that a different mechanism would have given a visibly different curve over the same thicknesses. I examine this premise with a mechanism in which ion energy plays no part.

**A rate limited by fluorine transport.** Let $z$ run from the plasma side of the film, $z=0$, to the silicon, $z=h$. Suppose that fluorine dissolves at the outer surface with fixed concentration $c_s$, diffuses with constant diffusivity $D$, is not consumed inside the film, and reacts so fast at the silicon that $c(h)=0$. In the steady state $Dc''=0$, so $c$ is linear:

$$c(z)=c_s\left(1-\frac zh\right),\qquad J=-D\frac{dc}{dz}=\frac{Dc_s}{h}.$$

Here $J$ is the flux of fluorine atoms towards the silicon. If silicon leaves as SiF$_4$, each silicon atom takes four fluorine atoms. With $n_{\rm Si}$ the atomic density of silicon, $4n_{\rm Si}R=J$, and therefore

$$R_{\rm inv}(h)=\frac{Dc_s}{4n_{\rm Si}h}=R_0\frac{h_0}{h},\qquad R_0=\frac{Dc_s}{4n_{\rm Si}h_0}.$$

For an example I take $h_0=4$ nm and $R_0=60$ nm/min, which is $1.0\times10^{-7}$ cm/s. With $n_{\rm Si}=4.994\times10^{22}$ cm$^{-3}$, the required flux is

$$J=4(4.994\times10^{22})(1.0\times10^{-7})=2.00\times10^{16}\ {\rm cm^{-2}\,s^{-1}}.$$

If $c_s=10^{21}$ cm$^{-3}$, a chosen value, the diffusivity must be $D=Jh_0/c_s=8.0\times10^{-12}$ cm$^2$/s. This is what the model requires, not a measured property of a film.

**How close the two curves are.** Let the exponential and the inverse law have the same value and slope at $h_0$. The values agree by construction. Equal values and slopes imply equal logarithmic slopes, which are

$$\frac{d\ln R_{\rm inv}}{dh}\bigg|_{h_0}=-\frac1{h_0},\qquad
\frac{d\ln R_{\rm exp}}{dh}=-\frac1\lambda .$$

Hence $\lambda=h_0$. The apparent attenuation length is simply the thickness at which the curves were matched.

Define $t=(h-h_0)/h_0$, so that $h=h_0(1+t)$. Then $R_{\rm inv}=R_0/(1+t)$ and $R_{\rm exp}=R_0e^{-t}$. Their ratio is

$$q(t)=\frac{R_{\rm inv}}{R_{\rm exp}}=\frac{e^t}{1+t}.$$

The quotient rule gives

$$q'(t)=\frac{e^t(1+t)-e^t}{(1+t)^2}=\frac{t\,e^t}{(1+t)^2}.$$

For $t>-1$ the sign of $q'$ is the sign of $t$. Thus $q$ has its minimum, $q(0)=1$, at tangency and rises on both sides. On $-0.2\le t\le0.2$ its largest value must lie at an end:

$$q(-0.2)-1=\frac{e^{-0.2}}{0.8}-1=2.34\%,\qquad
q(0.2)-1=\frac{e^{0.2}}{1.2}-1=1.78\%.$$

The two laws therefore differ by less than 2.5% of the local exponential rate throughout the window. The reason is the absence of a first-order difference:

$$\ln q=t-\ln(1+t)=\frac{t^2}{2}-\frac{t^3}{3}+\cdots .$$

The quadratic term is small, and the cubic term makes the mismatch larger on the thin side.

The denominator matters. At 3.2 nm the rates are 75.00 and 73.28 nm/min. Their difference is 2.34% of the local exponential rate but 2.86% of the fixed rate $R_0$, so the 2.5% statement fails under the second convention. With the local convention it holds from $t=-0.206$ to $t=0.239$, or from about 3.18 to 4.96 nm.

**What the fit can detect.** A tangent is not even the best exponential for the whole window. I take noise-free inverse-law rates at nine equally spaced thicknesses from 3.2 to 4.8 nm and fit a straight line to $\ln R$. The result is $R^2=0.9967$ and $\lambda=3.96$ nm. The largest residual in $\ln R$ is 0.013, or about 1.3% in rate. Noise lowers $R^2$: with the 3% scatter introduced below, its median is about 0.96 and it exceeds 0.95 in roughly two experiments out of three. The quality of fit quoted in the argument is thus typical of data containing no ion-energy attenuation.

To see what noise does, let each measured $\ln R$ carry an independent Gaussian error of known standard deviation $\sigma=0.03$, about 3% in rate. Write the data as a vector $\mathbf y=\mathbf m+\boldsymbol\varepsilon$, where $\mathbf m$ holds the inverse-law values. Fitting two parameters removes the part of $\mathbf y$ lying in a two-dimensional space. The residual is $P\mathbf y$, where $P$ projects onto the remaining seven dimensions. In an orthonormal basis of that space the seven components are independent Gaussians of width $\sigma$, with means set by $P\mathbf m$. The statistic

$$X^2=\frac{|P\mathbf y|^2}{\sigma^2}$$

consequently has a noncentral chi-square distribution with seven degrees of freedom and noncentrality $|P\mathbf m|^2/\sigma^2$. If the exponential were true, $P\mathbf m$ would vanish.

A test that wrongly rejects a true exponential in 5% of experiments rejects it in 7.1% of experiments when the inverse law is true. A simulation with 20,000 noisy data sets gives 6.9%. With this noise, nine thicknesses in this window give this test almost no power to separate the laws. A test aimed only at upward curvature does better, but it still detects the inverse law in fewer than one experiment in five.

A wider range changes this. For nine thicknesses from 2 to 8 nm, with the same noise, the rejection probability is 1.000 to three decimals. Yet $R^2$ for the noise-free data is still 0.963. The coefficient $R^2$ compares residuals with the total variation of $\ln R$, which is large here; the chi-square test compares them with the noise. The largest log residual is 0.162, more than five times $\sigma$. It contributes strongly to the test, but the statistic adds the squares of all the residuals, and several others also exceed $\sigma$.

**Does the fitted length rescue the argument?** One might object that pure diffusion requires $\lambda=h_0$, so that another fitted value would exclude transport. That holds for the pure inverse law, but not once a finite reaction rate or fluorine loss is admitted.

Let the interface reaction consume a flux $kc(h)$, and let fluorine be lost in the film at a rate $k_\ell c$ per unit volume. With $L=\sqrt{D/k_\ell}$ and $b=D/k$, the steady equation is $c''=c/L^2$. Its solution can be written

$$c=A\cosh\frac{h-z}{L}+B\sinh\frac{h-z}{L}.$$

At the silicon $c(h)=A$ and $c'(h)=-B/L$. The condition $-Dc'(h)=kc(h)$ becomes $DB/L=kA$, so $B=AL/b$. The outer condition $c(0)=c_s$ then gives

$$A\left[\cosh\frac hL+\frac Lb\sinh\frac hL\right]=c_s.$$

The flux that etches silicon is $J=kA=DA/b$, hence

$$J=\frac{Dc_s}{L\sinh(h/L)+b\cosh(h/L)}.$$

Without loss, $L\to\infty$ and $J=Dc_s/(h+b)$. The local decay length, defined by $1/\lambda=-d\ln J/dh$, is then $\lambda=h_0+b$. Any value above $h_0$ can be matched by a suitable $b$. This form also removes the divergence of the pure inverse law at $h\to0$, where the flux becomes $kc_s$.

With loss and a fast interface reaction, $b=0$, and

$$\lambda=L\tanh\frac{h_0}{L}.$$

This runs continuously from zero at small $L$ to $h_0$ at large $L$, so any value below $h_0$ can be matched as well. A decay length of 2 nm at $h_0=4$ nm needs $L=2.09$ nm. The largest mismatch from the tangent exponential is then 0.89% in the same window.

Neither extension weakens the 2.5% bound. With $b$ alone, the ratio is again $q$, evaluated at $(h-h_0)/(h_0+b)$, which is smaller in magnitude than $t$. With loss alone, differentiating $\ln J$ twice gives

$$\frac{d^2\ln J}{dh^2}=-\frac{d}{dh}\left[\frac1L\coth\frac hL\right]=\frac{1}{L^2\sinh^2(h/L)}<\frac1{h^2},$$

because $\sinh x>x$ for $x>0$. The logarithmic distance from a tangent is the second derivative integrated twice from $h_0$, so it is smaller than for the inverse law.

With $b=0$ and $h\gg L$, $\sinh(h/L)\approx e^{h/L}/2$ and

$$J\approx\frac{2Dc_s}{L}e^{-h/L}.$$

Here fluorine loss produces a true exponential tail. Even exponential decay over a wide range would therefore not, by itself, identify ion-energy attenuation.

**Does ion attenuation predict an exponential rate?** The argument also passes too quickly from ion energy to etch rate. Assume that the energy $E$ of an ion reaching the silicon obeys $dE/dh=-E/\ell$, so $E=E_0e^{-h/\ell}$. Let the ion flux be fixed, fluorine be plentiful, and the yield follow a threshold law:

$$R=C\left(\sqrt E-\sqrt{E_{\rm th}}\right),\qquad E>E_{\rm th},$$

with $C$ constant. Since $d\sqrt E/dh=-\sqrt E/(2\ell)$,

$$\frac{d\ln R}{dh}=-\frac{1}{2\ell}\frac{\sqrt E}{\sqrt E-\sqrt{E_{\rm th}}}
=-\frac{1}{2\ell(1-r)},\qquad r=\sqrt{\frac{E_{\rm th}}E}.$$

The local decay length is $\lambda=2\ell(1-r)$. It varies with thickness when $E_{\rm th}>0$, and it equals $\ell$ only where $r=1/2$. As $E$ falls, $r$ grows according to $dr/dh=r/(2\ell)$. A second differentiation gives

$$\frac{d^2\ln R}{dh^2}=-\frac{1}{2\ell}\frac{1}{(1-r)^2}\frac{r}{2\ell}
=-\frac r{\lambda^2}.$$

Thus $\ln R$ bends downwards, whereas for the inverse law it bends upwards. A pure exponential appears for $E_{\rm th}=0$, and then $\lambda=2\ell$.

Take $E_0=100$ eV, $E_{\rm th}=10$ eV and $\ell=4.116$ nm. At 4 nm the energy is 37.8 eV and $r=0.514$, so $\lambda=2(4.116)(1-0.514)=4.00$ nm. This law has the same tangent exponential as before. Its largest departure within the window is $-1.14$%, at the thick edge, relative to that exponential. The exponential lies between the two physical models and is close to both.

**Consequences for selectivity.** Outside the window the laws move steadily apart. In nm/min, the rates matched at 4 nm are:

| $h$ (nm) | inverse | exponential | threshold ion |
|---:|---:|---:|---:|
| 2 | 120.0 | 98.9 | 94.0 |
| 8 | 30.0 | 22.1 | 12.5 |

Define selectivity as the etch rate of another material divided by that of silicon, and hold the other rate fixed. If the inverse law is true, extending the exponential to 8 nm overstates selectivity by the factor $30.00/22.07=1.36$. If the threshold ion law is true, the same extension understates it, since the predicted silicon rate is $22.07/12.48=1.77$ times too high. A fit good to a few percent near 4 nm does not support a selectivity estimate at 8 nm.

**Size of the neglected effects.** Choose $b=0.4$ nm and $L=8$ nm as moderate corrections. At 4 nm and fixed $Dc_s$, interface resistance alone lowers the rate by 9.1%, and loss alone by 4.0%. A constant factor would be absorbed in $R_0$; the change of shape matters more here. The decay lengths are 4.40 nm with resistance, 3.70 nm with loss and 4.00 nm with both. The last value reflects a near cancellation for these parameters, not an absence of corrections. The corresponding largest mismatches are 1.90%, 2.18% and 1.74%.

Film material may also drift towards the silicon as the film is renewed. As a trial value, let it move, relative to the two boundaries of the film, at a speed equal to the silicon recession speed, $v=1.0\times10^{-7}$ cm/s. The constant flux is then $J=vc-Dc'$. Multiplication by $e^{-vz/D}/D$ turns the right side into $-d(ce^{-vz/D})/dz$. Integration from $0$ to $h$, with $c(h)=0$, gives

$$J=\frac{vc_s}{1-e^{-p}}=\frac{Dc_s}{h}\frac{p}{1-e^{-p}}\approx\frac{Dc_s}{h}\left(1+\frac p2\right),\qquad p=\frac{vh}D .$$

At 4 nm, $p\approx0.005$ and the rate rises by 0.25%. The diffusion time $h_0^2/D$ is 0.020 s, so the steady profile is adequate if the plasma conditions change much more slowly.

Measurement conditions matter more than this drift. A film 0.1 nm thinner than 4 nm etches 2.56% faster in the inverse law. Thickness errors of this size that vary irregularly from point to point could mask the curvature; an offset common to all points would mainly change the fitted $\lambda$. If diffusion is thermally activated with a chosen energy of 0.30 eV, and $c_s$ is fixed, warming from 300 to 301 K raises the rate by 3.93%. A small temperature drift linear in thickness would mainly change the fitted $\lambda$; one that is nonlinear in thickness could hide or imitate the curvature.

**Relation to a real etch.** Films of a few nanometres, silicon rates of tens to hundreds of nanometres per minute and ion energies near 100 eV are rough values for high-density fluorocarbon etching. The values of $c_s$, $D$, $b$, $L$, $\ell$ and $E_{\rm th}$ used here are not established for a particular film. The most vulnerable assumption is that thickness changes alone. In practice it is changed through gas composition, power or bias, which can also change $c_s$, the ion flux and the film itself. Because the transport-limited rate is proportional to $c_s$, a 10% change in $c_s$ across the scan changes the rate by 10%. A change linear in thickness would mainly alter the fitted $\lambda$; a curved one could hide or imitate the difference between the laws. Ions may also release fluorine from the film or alter $D$, so the two mechanisms need not be separate.

**Evidence that would bear on the claim.** The first requirement is a wider thickness range, or separate fits in shifted windows. For inverse-law data placed symmetrically about $h_0$, the least-squares slope against $t$ is

$$-\frac{\sum t\ln(1+t)}{\sum t^2}\approx-\left(1+\frac{\sum t^4}{3\sum t^2}\right),$$

since the odd powers cancel. For the nine points used here the correction is 0.0098, so $\lambda\approx0.990h_0$. Windows of $\pm20$% centred at 3, 4 and 6 nm give 2.97, 3.96 and 5.94 nm. For the pure inverse law the fitted length follows the window. For a true exponential it stays fixed, and for the threshold ion law it decreases with thickness. A decreasing length would not by itself prove ion attenuation, however. If fluorine loss is combined with a slow interface reaction, so that $b>L$, the local decay length of the transport law also decreases, from $b$ at $h\to0$ towards $L$ in thick films.

The second requirement is to vary ion energy at fixed film thickness, temperature, ion flux and neutral supply. In the threshold model, with $\ell$ independent of $E_0$,

$$\frac{\partial\ln R}{\partial\ln E_0}=\frac{\sqrt E/2}{\sqrt E-\sqrt{E_{\rm th}}}=\frac1{2(1-r)}=\frac\ell\lambda .$$

At 4 nm this is $4.116/4.00=1.03$: a 1% rise in incident energy raises the rate by about 1%. In the transport model the response is zero if $D$, $c_s$, $k$ and $k_\ell$ do not depend on ion energy. A nonzero response would still need care, because ions can change any of these quantities; agreement of its size and thickness dependence with the attenuation model would be stronger evidence than its presence.

The present data support a local logarithmic slope of about $-1/\lambda$, with $\lambda$ the fitted length. They do not show what causes it. I would ask that the claim of ion-energy attenuation, and the selectivity extrapolated from it, be withdrawn unless such measurements are added. The values used here are collected in the numerical output below.

## Computed values

```
Tangency thickness h0: 4.0 nm; rate R0: 60 nm/min
Window: 3.2 to 4.8 nm
Matched decay length: 4.000 nm
Rates at 3.2 nm, inverse / exponential / ion: 75.00 / 73.28 / 72.60 nm/min
Rates at 4.8 nm, inverse / exponential / ion: 50.00 / 49.12 / 48.56 nm/min
Rates at 2.0 nm, inverse / exponential / ion: 120.00 / 98.92 / 93.96 nm/min
Rates at 8.0 nm, inverse / exponential / ion: 30.00 / 22.07 / 12.48 nm/min
Mismatch at thin edge: 2.34 %
Mismatch at thick edge: 1.78 %
Thin-edge gap divided by R0: 2.86 %
2.5 % limit reached at t = -0.206 and 0.239
Inverse/exponential rate ratio at 8 nm: 1.359
Number of thicknesses: 9; rate noise: 3 %
Fit 3.2-4.8 nm: lambda 3.960 nm, R^2 0.9967
  largest log residual: 0.0127
  rejection probability, theory / simulated: 0.071 / 0.069
Fit 2-8 nm: lambda 4.503 nm, R^2 0.9629
  largest log residual: 0.1623
  rejection probability, theory / simulated: 1.000 / 1.000
Fitted lambda, window centre 3 nm: 2.970 nm
Fitted lambda, window centre 6 nm: 5.940 nm
Ion energy at surface / threshold: 100 / 10 eV
Energy attenuation length: 4.116 nm
Ion energy at h0: 37.8 eV; r = 0.514
Ion-law largest mismatch: -1.14 %
Interface length b: 0.4 nm; loss length L: 8.0 nm
Local lambda with b / L / both: 4.400 / 3.697 / 4.004 nm
Largest mismatch with b / L / both: 1.90 / 2.18 / 1.74 %
Loss length giving lambda = 2 nm at h0: 2.089 nm
  largest mismatch: 0.89 %
  numerical deep-film lambda: 2.089 nm
Silicon atom density: 4.994e+22 cm^-3
Fluorine flux needed: 2.00e+16 cm^-2 s^-1
Surface fluorine concentration: 1.0e+21 cm^-3
Diffusivity needed: 7.99e-12 cm^2/s
Diffusion time h0^2/D: 0.020 s
Rate change from interface resistance: -9.1 %
Rate change from fluorine loss: -4.0 %
Rate change from film drift: 0.25 %
Rate change, film 0.1 nm thinner: 2.56 %
Activation energy: 0.30 eV; temperature: 300 K
Rate change from 1 K warming: 3.93 %
```
